# Low-angle grain boundaries in fibre-textured and random cubic films

**The film.** A metal film with a cubic lattice is one grain thick. The orientation of a grain is given by a rotation matrix \(A\) that takes crystal components of a vector to film components, with \(z\) along the film normal. The orientations of different grains are statistically independent. Boundaries are counted by number; the same shares hold by area if boundary area is unrelated to misorientation.

The 24 proper rotations \(S\) of the cube leave the lattice unchanged, so \(A\) and \(AS\) describe the same grain. The *disorientation* of two grains is the smallest rotation angle that carries one lattice into the other. A boundary is called low-angle if its disorientation is below \(15^\circ\), which is a convention and not a sharp physical threshold.

A rotation by \(\omega\) about the unit vector \(\mathbf n\) may be written as the unit quaternion \(q=(\cos\frac{\omega}{2},\ \mathbf n\sin\frac{\omega}{2})\), where \(q\) and \(-q\) are the same rotation. The product of \((p_0,\mathbf p)\) and \((q_0,\mathbf q)\) has scalar part \(p_0q_0-\mathbf p\cdot\mathbf q\), and its rotation angle is \(2\arccos|p_0q_0-\mathbf p\cdot\mathbf q|\).

## (a) Reducing the symmetry copies

**Question.** Show that the disorientation of grains \(A\) and \(B\) is the smallest angle among the 24 rotations \(\Delta S\), with \(\Delta=A^{T}B\).

**Answer.** Relabelling the grains as \(AS_i\) and \(BS_j\) changes the relative rotation to

\[
(AS_i)^{T}(BS_j)=S_i^{T}\Delta S_j .
\]

There are \(24\times24\) such copies. A rotation angle follows from the trace, \(\cos\omega=(\mathrm{tr}\,R-1)/2\), and a trace is unchanged by cyclic reordering. Hence \(S_i^{T}\Delta S_j\) has the same angle as \(\Delta S_jS_i^{T}\). The product \(S_jS_i^{T}\) is again one of the 24 cubic rotations, so the minimum over \(\Delta S\) is sufficient.

## (b) Perfect (111) fibre texture

**Question.** Every grain has a \(\langle111\rangle\) axis along the film normal and a uniformly random in-plane angle. Show that 25 percent of the boundaries are low-angle.

**Answer.** Let \(C\) be a fixed rotation that takes \([111]\) to \(z\), and \(Z(a)\) a rotation by \(a\) about \(z\). Then \(A=Z(a)C\), \(B=Z(b)C\), and

\[
\Delta=C^{T}Z(-a)Z(b)C=C^{T}Z(b-a)C ,
\]

which is a rotation about \([111]\) by \(\varphi=b-a\). For any fixed \(a\), the angle \(b\) is uniform on the circle, so \(\varphi\) is uniform too.

Grains with \([\bar1\bar1\bar1]\) upward need no separate treatment. The cubic half-turn about \([1\bar10]\), which is perpendicular to \([111]\), reverses \([111]\) and so relabels such a grain as one with \([111]\) upward. Cubic rotations likewise relabel the other \(\langle111\rangle\) axes.

Rotations by \(0\) and \(\pm120^\circ\) about \([111]\) belong to the cubic group, so \(\varphi\) may be reduced to \(|\varphi|\le60^\circ\). It remains to show that no other cubic rotation gives a smaller angle. Write

\[
c=\cos\frac{|\varphi|}{2},\qquad s=\frac{1}{\sqrt3}\sin\frac{|\varphi|}{2},\qquad
\frac{s}{c}=\frac{1}{\sqrt3}\tan\frac{|\varphi|}{2}\le\frac{1}{\sqrt3}\tan30^\circ=\frac13 .
\]

The quaternion of \(\Delta\) has scalar part \(c\) and three vector components of size \(s\). The smallest angle belongs to the largest scalar part of \(\Delta S\) in magnitude. For the five kinds of cubic rotation this magnitude is:

- identity: \(c\);
- 3 half-turns about \(\langle100\rangle\), such as \((0,1,0,0)\): \(s\le c/3\);
- 6 quarter-turns, such as \((1,1,0,0)/\sqrt2\): at most \((c+s)/\sqrt2\le\frac{4}{3\sqrt2}c<c\);
- 6 half-turns about \(\langle110\rangle\), such as \((0,1,1,0)/\sqrt2\): at most \(\sqrt2\,s\le\frac{\sqrt2}{3}c<c\);
- 8 third-turns, such as \((1,1,1,1)/2\): at most \((c+3s)/2\le c\), with equality only at \(|\varphi|=60^\circ\).

The identity is never beaten, so the disorientation is \(|\varphi|\), uniform between \(0\) and \(60^\circ\):

\[
P_{\rm fibre}(<\theta)=\frac{\theta}{60^\circ},\qquad
P_{\rm fibre}(<15^\circ)=\frac{15}{60}=25\ \text{percent}.
\]

## (c) Random texture

**Question.** Now all orientations are equally likely. Show that 2.3 percent of the boundaries are low-angle, and state where the formula used ceases to hold.

**Answer.** For fixed \(A\), a uniformly random \(B\) makes \(\Delta=A^TB\) uniformly random. Multiplication by a unit quaternion is linear and preserves length in four dimensions, so it preserves area on the unit sphere there. Uniform rotations are therefore spread evenly over that sphere.

With \(\chi=\omega/2\), the points at a given \(\chi\) form an ordinary sphere of radius \(\sin\chi\), and the area element is \(4\pi\sin^2\chi\,d\chi\). Since \(q\) and \(-q\) coincide, \(\chi\) runs from \(0\) to \(\pi/2\), and the total is \(4\pi\cdot\pi/4=\pi^2\). With \(d\chi=d\omega/2\), the density of the angle is

\[
\frac{4\pi}{\pi^2}\sin^2\frac{\omega}{2}\,\frac{d\omega}{2}
=\frac{2}{\pi}\sin^2\frac{\omega}{2}\,d\omega
=\frac{1-\cos\omega}{\pi}\,d\omega .
\]

The share of rotations with angle below \(\theta\) (in radians) is

\[
V(\theta)=\int_0^\theta\frac{1-\cos\omega}{\pi}\,d\omega=\frac{\theta-\sin\theta}{\pi},
\]

and \(V(\pi)=1\), as it must be.

The disorientation is below \(\theta\) if at least one \(\Delta S\) has an angle below \(\theta\). Each \(S\) thus defines a "ball" of rotations \(\Delta\), and each ball has share \(V(\theta)\) because \(\Delta S\) is as uniform as \(\Delta\). Suppose \(\Delta\) lay in the balls of two different rotations \(S\) and \(S'\). Then \((\Delta S)^T(\Delta S')=S^TS'\) would have an angle below \(2\theta\), since the angle of a product does not exceed the sum of the angles. But \(S^TS'\) is a cubic rotation other than the identity, and its angle is at least \(90^\circ\). For \(\theta\le45^\circ\) the balls are therefore disjoint and their shares add:

\[
P_{\rm random}(<\theta)=\frac{24}{\pi}(\theta-\sin\theta),\qquad \theta\le45^\circ .
\]

At \(15^\circ\),

\[
P_{\rm random}=\frac{24}{\pi}(0.261799-0.258819)=0.0228,
\]

or 2.3 percent. One million random pairs, with disorientations computed from their matrices, gave 2.291 percent against 2.277 percent from the formula. The difference is about one standard error of the sampling.

Beyond \(45^\circ\) the balls overlap and the sum counts some rotations more than once. At \(55^\circ\) it gives an impossible 107.55 percent, while the sampled share is 91.06 percent.

## (d) Origin of the contrast

**Question.** Explain the ratio of the two shares, and how it depends on the chosen limit.

**Answer.** With \(\sin\theta\simeq\theta-\theta^3/6\), and \(60^\circ=\pi/3\),

\[
P_{\rm random}\simeq\frac{24}{\pi}\frac{\theta^3}{6}=\frac{4\theta^3}{\pi},\qquad
P_{\rm fibre}=\frac{3\theta}{\pi},\qquad
\frac{P_{\rm fibre}}{P_{\rm random}}\simeq\frac{3}{4\theta^2}.
\]

In the fibre one angle has to be small; in the random film three independent rotation components have to be small together. The cubic law gives 2.285 percent at \(15^\circ\), close to the full formula, and the ratio of the full formulas is 10.98. The ratio is tied to the limit: at \(30^\circ\) the shares are 50 and 18.03 percent, and at \(45^\circ\) they are 75 and 59.81 percent.

## (e) A nickel line

**Question.** A nickel line 10 000 nm long consists of grains 50 nm long, each spanning the whole width. For both textures, find the mean and standard deviation of the number of low-angle boundaries, and the mean distance between high-angle ones.

**Answer.** The line has \(10\,000/50=200\) grains and \(N=199\) boundaries. Neighbouring boundaries share a grain, so their independence has to be shown. Given all grains up to number \(k\), grain \(k+1\) is still uniformly distributed. The relative rotation between the two is then uniform whatever the earlier grains were, and so it is independent of all earlier relative rotations. The number of low-angle boundaries is binomial, with mean \(Np\) and standard deviation \(\sqrt{Np(1-p)}\):

\[
\text{fibre: } 199\times0.25=49.75,\qquad \sqrt{199\times0.25\times0.75}=6.11;
\]
\[
\text{random: } 199\times0.02277=4.53,\qquad \sqrt{4.53\times0.977}=2.10 .
\]

Starting from a high-angle boundary, the next one is the \(m\)-th boundary along with probability \(p^{m-1}(1-p)\). The mean of \(m\) is \(1/(1-p)\). With end effects neglected, the mean distance is

\[
\frac{50\ \text{nm}}{0.75}=66.7\ \text{nm (fibre)},\qquad
\frac{50\ \text{nm}}{0.977}=51.2\ \text{nm (random)}.
\]

An elevenfold rise in the low-angle share lengthens this distance by only about 30 percent, because high-angle boundaries remain the majority in both films.

## (f) An imperfect fibre

**Question.** Estimate the low-angle share if (i) the fibre axes are tilted at random, with standard deviation \(\sigma=3^\circ\) in each in-plane component; (ii) a fraction \(r=0.10\) of the grains is randomly oriented; (iii) a fraction \(t=0.20\) of the boundaries are formed by twinning, with a \(60^\circ\) rotation about a shared \(\langle111\rangle\) axis, which in textured grains is the fibre axis. Then combine them.

**Answer.** (i) Let \(\tau\) be the angle between the fibre axes of two grains. Their relative rotation has the same angle as a rotation by \(\tau\) about an in-plane axis combined with one by \(\varphi\) about \(z\). The angle \(\varphi\) remains uniform because it contains \(b-a\). The two axes are perpendicular, so the scalar part of the product is

\[
\cos\frac{\omega}{2}=\cos\frac{\tau}{2}\cos\frac{\varphi}{2}.
\]

Symmetry copies that match different \(\langle111\rangle\) directions can be ignored: these directions are at least \(70.5^\circ\) apart, and a rotation below \(15^\circ\) cannot bridge that gap at such small tilts. The boundary is low-angle if \(|\varphi|<\varphi_c\), where \(\cos(\varphi_c/2)=\cos7.5^\circ/\cos(\tau/2)\). For small angles \(\varphi_c\simeq\sqrt{\theta^2-\tau^2}\), with \(\theta=15^\circ\).

Each component of the relative tilt has variance \(2\sigma^2\), so \(\tau\) has density \(\frac{\tau}{2\sigma^2}e^{-\tau^2/4\sigma^2}\) and mean square \(4\sigma^2\). Therefore

\[
p_{\rm tilt}=\int_0^{15^\circ}\frac{\tau}{2\sigma^2}e^{-\tau^2/4\sigma^2}\,\frac{\varphi_c(\tau)}{60^\circ}\,d\tau
\simeq\frac14\left(1-\frac{2\sigma^2}{\theta^2}\right)=\frac14\left(1-\frac{18}{225}\right)=0.23 .
\]

The integral itself gives 22.78 percent.

(ii) A pair with at least one random grain has a random misorientation. Both grains are textured with probability \((1-r)^2=0.81\), so

\[
p=0.81\times0.25+0.19\times0.02277=0.2068 .
\]

(iii) By part (b), a \(60^\circ\) rotation about \(\langle111\rangle\) has disorientation \(60^\circ\), so twins are never low-angle: \(p=0.80\times0.25=0.20\). Here \(t\) is not the twin fraction read from an orientation map. With the common tolerance of \(15^\circ/\sqrt3=8.7^\circ\), a share \(8.7/60\), or about 14 percent, of independent pairs in a perfect fibre also passes as twins by chance. For an otherwise perfect fibre the map would then show \(0.20+0.80\times0.144\), about 32 percent twins, for \(t=0.20\); tilt and untextured grains lower the chance share.

Together, if twins are equally common among textured and untextured grains,

\[
p=0.80\,(0.81\times0.2278+0.19\times0.02277)=0.151 ,
\]

which means about 30 low-angle boundaries in the line instead of 50. A simulation with 300 000 pairs of grains gave 15.12 percent for this combined case, against 15.11 percent from the formula.

**Relation to real films.** Nickel is face-centred cubic; its close-packed planes are {111}. Surfaces along these planes have low energy, which can favour this fibre, although deposition conditions and strain may favour another texture. Nickel also forms twins with this misorientation, but their usual low-energy boundary is a {111} plane. For a twin about the fibre axis that plane lies parallel to the film, so a twin boundary that crosses the line must follow another plane, usually of higher energy. Twins on the inclined {111} planes would leave one grain with its nearest \(\langle111\rangle\) axis \(38.9^\circ\) from the film normal, and they are not included in the model. The line and grain lengths are round values chosen for illustration. The tilt, the untextured fraction and the twin fraction are assumptions, since all three depend on deposition and annealing. For these values twinning moves the share most, by 5.0 percentage points, followed by untextured grains (4.3) and tilt (2.2). Twinning also breaks the assumption of uncorrelated neighbours. Grain growth can break it in other ways, by removing some kinds of boundary faster than others, and that effect is not estimated here. An orientation map also registers boundaries only above a cutoff \(\delta\) of a few degrees. Among registered boundaries a perfect fibre then has the share \((15^\circ-\delta)/(60^\circ-\delta)\), which is 22.4 percent for \(\delta=2^\circ\) and 18.2 percent for \(\delta=5^\circ\), while the random share hardly changes (2.2 percent for \(\delta=5^\circ\)). The 25 percent is thus a reference value for an ideal film with every boundary counted, from which a measured share may differ by many points. The numerical output lists the separate cases.

## Computed results

```
Low-angle limit: 15 deg
Cubic rotations: 24
Rotations keeping [111]: 3; reversing it: 3
Smallest angle between distinct rotations: 90 deg
Largest disorientation in fibre scan: 59.95 deg
Fibre share below limit, formula: 25.00 %
Fibre share below limit, scan: 25.00 %
Limit in radians: 0.261799
Sine of limit: 0.258819
Random share below limit, formula: 2.277 %
Random share below limit, sampled: 2.291 %
Random share, small-angle cubic law: 2.285 %
Ratio fibre/random: 10.98
Random share below 30 deg: formula 18.03 %, sampled 18.03 %
Random share below 45 deg: formula 59.81 %, sampled 59.77 %
Random share below 55 deg: formula 107.55 %, sampled 91.06 %
Ni line length: 10000 nm; grain length: 50 nm
Boundaries in line: 199
Low-angle boundaries, fibre: mean 49.75, standard deviation 6.11
Mean high-angle spacing, fibre: 66.7 nm
Low-angle boundaries, random: mean 4.53, standard deviation 2.10
Mean high-angle spacing, random: 51.2 nm
Assumed tilt per in-plane component: 3.0 deg
Assumed untextured grains: 10 %
Assumed twin boundaries: 20 %
Low-angle share, tilt only: formula 22.78 %, simulated 22.81 %
  change from perfect fibre: -2.22 points
Low-angle share, untextured grains only: formula 20.68 %, simulated 20.70 %
  change from perfect fibre: -4.32 points
Low-angle share, twins only: formula 20.00 %, simulated 20.02 %
  change from perfect fibre: -5.00 points
Low-angle share, all three: formula 15.11 %, simulated 15.12 %
  change from perfect fibre: -9.89 points
Low-angle boundaries in line, all three: 30.1
```
